\section*{Why Gradual Absorbing Potentials Terminate a Lattice Better Than Abrupt Ones}

\section{The fault to be cured}

A transport calculation on a lattice must stop somewhere. If the lattice simply ends, every outgoing electron comes back: the steady current vanishes, and the computed density carries standing waves that belong to the cut and not to the device. An absorbing potential near the end removes the outgoing wave, but its own front edge can reflect. In the example below, a constant absorber 200 nm long returns 1.2\% of the incident flux, although almost nothing survives the trip to its far end and back. A quadratic rise of the same length and total strength returns $3\times10^{-8}$.

The returned wave has three ingredients: the reflection at each potential step, the interference of these reflections, and the echo from the far end. Abruptness by itself is not the fault, since a single end site with the right complex potential absorbs perfectly at one energy.

\section{The termination as an impedance}

Take a chain with hopping $-t$, $t>0$, and energy $E$ measured from the band bottom. Sites $n\le0$ are clean; sites $1,\dots,N$ carry $-iW_n$ with $W_n\ge0$:
\begin{equation}
E\psi_n=(2t-iW_n)\psi_n-t(\psi_{n-1}+\psi_{n+1}),\qquad \psi_{N+1}=0 .
\label{chain}
\end{equation}
The time factor is $e^{-iE\tau/\hbar}$, with $\tau$ the time, so $-iW_n$ removes probability. In the clean part
\begin{equation}
\psi_n=e^{ikn}+re^{-ikn},\qquad E=2t(1-\cos k),\quad 0<k<\pi ,
\end{equation}
where $k$ is the phase per site. The first wave travels right, because $dE/dk=2t\sin k>0$.

Everything to the right of site 0 acts on it through $\Sigma=-t\psi_1/\psi_0$, the surface self-energy. The equation at site 0 contains no absorber, so the clean form also gives $\psi_1=e^{ik}+re^{-ik}$. Hence
\begin{equation}
\Sigma(1+r)=-te^{ik}-t\,re^{-ik}=\Sigma_m+r\Sigma_m^*,\qquad \Sigma_m=-te^{ik},
\end{equation}
and collecting $r$,
\begin{equation}
r=\frac{\Sigma_m-\Sigma}{\Sigma-\Sigma_m^*}.
\label{impedance}
\end{equation}
This is the lattice form of impedance mismatch. Reflection vanishes if $\Sigma=\Sigma_m$, the self-energy of an endless clean chain.

To find $\Sigma$, define $\Sigma_n=-t\psi_{n+1}/\psi_n$. Equation~(\ref{chain}) becomes $(E-2t+iW_n-\Sigma_n)\psi_n=-t\psi_{n-1}$, so
\begin{equation}
\Sigma_{n-1}=\frac{t^2}{E-2t+iW_n-\Sigma_n},\qquad \Sigma_N=0,\quad \Sigma=\Sigma_0 .
\end{equation}
Now let the layer be one site with complex potential $u$ in place of $-iW_1$. Then $\Sigma=t^2/(-2t\cos k-u)$. The choice $u=-te^{ik}$ makes the denominator $-te^{-ik}$ and gives $\Sigma=\Sigma_m$: no reflection from the most abrupt layer possible. The match holds at the chosen $k$ and is lost when the energy changes while $u$ stays fixed. Gradual absorbers are useful because they work over a range of energies without being retuned.

What is not reflected is absorbed. Multiply (\ref{chain}) by $\psi_n^*$ and take the imaginary part:
\begin{equation}
t\,\mathrm{Im}(\psi_{n-1}^*\psi_n)-t\,\mathrm{Im}(\psi_n^*\psi_{n+1})=W_n|\psi_n|^2 .
\end{equation}
Summing over the layer leaves $t\,\mathrm{Im}(\psi_0^*\psi_1)=t\sin k\,(1-|r|^2)$ on the left, since the wall term is zero. Thus $1-|r|^2=\sum W_n|\psi_n|^2/(t\sin k)$.

\section{First contribution: one step}

Give each site its own local waves $\lambda_n^{\pm1}$, defined by
\begin{equation}
E+iW_n=2t-t(\lambda_n+\lambda_n^{-1}),
\end{equation}
with $\lambda_0=e^{ik}$ and $|\lambda_n|<1$ where $W_n>0$. Write $\psi_n=A_n+B_n$ and $\psi_{n+1}=A_n\lambda_n+B_n/\lambda_n$. Equation~(\ref{chain}) then gives $\psi_{n-1}=A_n/\lambda_n+B_n\lambda_n$. Let $R_n=B_n/A_n$, so that $r=R_0$, and abbreviate $\lambda=\lambda_n$, $\mu=\lambda_{n+1}$, $R'=R_{n+1}$. The ratio $\rho=\psi_{n+1}/\psi_n$, written with the waves of either site, is
\begin{equation}
\rho=\frac{\lambda+R_n/\lambda}{1+R_n}=\frac{\mu(1+R')}{1+\mu^2R'} .
\end{equation}
The first form gives $R_n=(\lambda-\rho)/(\rho-1/\lambda)$. Inserting the second and multiplying through by $1+\mu^2R'$,
\begin{equation}
R_n=\frac{(\lambda-\mu)+\mu(\lambda\mu-1)R'}{(\lambda\mu-1)/\lambda+\mu(\lambda-\mu)R'/\lambda}.
\end{equation}
Division of both parts by $(\lambda\mu-1)/\lambda$ yields
\begin{equation}
R_n=\frac{s_n+\lambda\mu R'}{1+(\mu/\lambda)s_nR'},\qquad
s_n=\frac{\lambda(\lambda-\mu)}{\lambda\mu-1}.
\label{compose}
\end{equation}
Here $s_n$ is the reflection of the step alone, obtained with $R'=0$.

For weak absorption put $\lambda_n=e^{iq_n}$. Differentiating $E+iW=2t(1-\cos q)$ near $q=k$ gives $\delta q=i\,\Delta W_n/(2t\sin k)$, with $\Delta W_n=W_{n+1}-W_n$ and $W_0=0$. Since $\lambda-\mu\simeq-i\lambda\,\delta q$ and $\lambda^2-1=2i\lambda\sin k$,
\begin{equation}
s_n\simeq-\frac{e^{ik}\delta q}{2\sin k}=-\frac{ie^{ik}\,\Delta W_n}{4t\sin^2k}.
\label{step}
\end{equation}
A constant layer has one step, $\Delta W_0=W$, so its entry reflects
\begin{equation}
|r|=\frac{W}{4t\sin^2k}.
\label{constant}
\end{equation}

\section{Second contribution: interference of the steps}

A ramp has a small first step, but many steps follow. If their reflections added in phase, little would be gained. When each $s_nR_{n+1}$ is small, the denominator in (\ref{compose}) may be set to one, and repeated substitution gives
\begin{equation}
r\simeq\sum_{n=0}^{N-1}s_nP_n-P_N\lambda_N^2,\qquad P_n=\prod_{j=0}^{n-1}\lambda_j\lambda_{j+1},\quad P_0=1 .
\label{sum}
\end{equation}
The last term uses the wall condition $A_N\lambda_N+B_N/\lambda_N=0$, that is, $R_N=-\lambda_N^2$.

To lowest order $P_n=f_nz^n$, with $z=e^{2ik}$ and $f_n$ a real round-trip damping that starts at one. For $W_n=gn$, all steps equal $g$, and summation by parts gives
\begin{equation}
(1-z)\sum_{n\ge0}f_nz^n=1+\sum_{n\ge1}(f_n-f_{n-1})z^n .
\end{equation}
The sum is extended beyond the layer because the damping has by then removed its terms. Applying the same identity to the remainder bounds it by about $\max|f_n-f_{n-1}|/\sin k$. Here $f_n\simeq e^{-gn^2/(2t\sin k)}$, whose steepest slope is about $0.6\sqrt{g/(t\sin k)}$. The remainder is therefore negligible if $g\ll t\sin^3k$. With $|1-z|=2\sin k$,
\begin{equation}
|r|=\frac{g}{4t\sin^2k}\,\frac1{2\sin k}=\frac{g}{8t\sin^3k}.
\label{linear}
\end{equation}

For $W_n=cn^2$ the steps are $c(2n+1)$. Slow damping again selects the value of the power series at $z$,
\begin{equation}
\sum_{n\ge0}(2n+1)z^n=\frac{2z}{(1-z)^2}+\frac1{1-z}=\frac{1+z}{(1-z)^2}.
\end{equation}
Since $|1+z|=2|\cos k|$,
\begin{equation}
|r|=\frac{c\,|\cos k|}{8t\sin^4k},\qquad c\ll t\sin^4k .
\label{quadratic}
\end{equation}
The condition says that the damping length, of order $(t\sin k/c)^{1/3}$ sites, is long compared with $1/\sin k$. At band centre (\ref{quadratic}) vanishes and higher orders decide.

These laws show what the first sites do and do not tell. In a smooth ramp the deeper steps cancel against their neighbours and are eventually damped, so the way the ramp begins sets the result. Two equal steps cancel when they are $\pi/(2k)$ sites apart, a quarter wavelength, so the beginning means a stretch of that order and not literally site 1. The rest of the ramp must be smooth as well: a sudden change of slope farther in, where the wave is still strong, adds a reflection of its own. At long wavelength $t\simeq E/k^2$. With grid spacing $a$, $\kappa=k/a$ and slope $W'=g/a$, equation~(\ref{linear}) becomes $|r|\simeq W'/(8E\kappa)$, without $a$. Refining the grid under a fixed ramp shrinks the first step towards zero, while the total reflection tends to a finite value, which this formula gives when the slope is weak.

\section{Third contribution: the echo from the wall}

From (\ref{step}), $|\lambda_n|\simeq e^{-W_n/(2t\sin k)}$. The last term of (\ref{sum}) contains each $\lambda_n$ of the layer twice, and $\lambda_N$ once more. Ignoring that extra factor, the echo has intensity
\begin{equation}
R_{\rm wall}\simeq\exp\left(-\frac{2\sum_nW_n}{t\sin k}\right).
\label{echo}
\end{equation}
As long as this weak-absorption form holds on every site, the echo depends on the total strength and hardly on the shape. At low energy the form fails and the shape matters. Raising the strength weakens the echo and increases the entry reflection; a gradual profile eases this compromise.

\section{The contributions weighed}

Consider the semiconductor side of a metal contact to $n$-type InSb, with rough effective mass $0.014\,m_e$. The numerical grid spacing is 5 nm, which is not the crystal lattice constant, and the absorber has $N=40$ sites. Then $t=\hbar^2/(2ma^2)=0.1089$ eV. At $E=0.05$ eV,
\begin{equation}
\cos k=1-\frac{0.05}{2(0.1089)}=0.770,\qquad \sin k=0.638 .
\end{equation}
All three profiles have $\sum W_n=0.8$ eV. Thus $W=0.8/40=0.02$ eV, $g=0.8/820=9.76\times10^{-4}$ eV and $c=0.8/22140=3.61\times10^{-5}$ eV. The entry laws give
\begin{align}
\text{constant:}\quad |r|&=0.02/0.1770=0.113,\\
\text{linear:}\quad |r|&=9.76\times10^{-4}/0.2258=4.3\times10^{-3},\\
\text{quadratic:}\quad |r|&=3.61\times10^{-5}(0.770)/0.1440=1.9\times10^{-4}.
\end{align}
Direct solution of the linear equations (\ref{chain}) gives the last two columns below. The column ``in phase'' is $\sum|s_nP_n|$, damping included.

\begin{center}
\begin{tabular}{lcccc}
profile & $|s_0|$ & in phase & $|r|$ & $|r|^2$\\
constant & 0.110 & 0.110 & 0.110 & $1.2\times10^{-2}$\\
linear & 0.0055 & 0.058 & 0.0044 & $1.9\times10^{-5}$\\
quadratic & 0.00020 & 0.058 & 0.00018 & $3.3\times10^{-8}$
\end{tabular}
\end{center}

These values belong to the 5 nm grid and are not the continuum limit: refining the grid to 0.25 nm at fixed length and integrated strength changes $|r|^2$ to $0.94\times10^{-2}$, $1.4\times10^{-5}$ and $5.2\times10^{-8}$, with the same ranking. Damping alone would leave the ramps only a factor of two better than the constant layer in amplitude. Interference supplies the rest: a factor of 13 for the linear ramp and about 320 for the quadratic one. The wall term is near $10^{-5}$ in amplitude for all three, as $e^{-0.8/0.0694}$ predicts. It matters most for the quadratic profile, where it is about 7\% of $|r|$.

The impedances say the same. The matched value is $\Sigma_m=-0.0839-0.0694i$ eV. The constant layer presents $-0.0721-0.0611i$ eV, so (\ref{impedance}) gives $|r|=0.0144/0.131=0.11$. The linear layer presents $-0.0839-0.0688i$ eV, much closer to the match.

To locate the cause, keep the plateau of the constant layer at 0.02 eV and replace its first ten values by $0.02\,n/11$ eV. The total strength falls to 0.7 eV, yet $|r|^2$ drops from $1.2\times10^{-2}$ to $8.7\times10^{-5}$. Tapering the last ten sites in mirror image leaves it at $1.2\times10^{-2}$. The entry makes the difference.

The ranking also holds when each profile has its own best strength, though not at every common strength: when the echo matters, the order can change. With the length fixed, let each profile take the best of 40 strengths between 0.1 and 3 eV, judged by its largest $|r|^2$ at nine energies from 0.03 to 0.07 eV. The results are $3.6\times10^{-3}$, $2.1\times10^{-5}$ and $1.8\times10^{-7}$, at total strengths of 0.285, 0.440 and 0.624 eV. A much finer scan in strength and energy shifts these to $4.0\times10^{-3}$, $2.2\times10^{-5}$ and $1.7\times10^{-7}$, near 0.26, 0.45 and 0.63 eV.

\section{Where smoothness stops helping}

\textbf{Weak layers.} Set $\sum W_n=t\sin k=0.0694$ eV. The echo estimate is $e^{-2}=0.135$, and the three profiles return 0.128, 0.129 and 0.126. The wave reaches the wall, and shape hardly matters.

\textbf{Low energy.} As $k\to0$, $\Sigma_m$ and $\Sigma_m^*$ both tend to $-t$, while $\Sigma$ of a fixed absorber generally does not. Equation~(\ref{impedance}) then gives $r\to-1$ for any profile. For the three layers above, $|r|^2$ is:

\begin{center}
\begin{tabular}{lccc}
$E$ (eV) & constant & linear & quadratic\\
0.002 & 0.41 & 0.14 & 0.073\\
0.010 & 0.13 & $3.5\times10^{-3}$ & $1.1\times10^{-5}$\\
0.100 & $4.2\times10^{-3}$ & $3.2\times10^{-6}$ & $1.1\times10^{-8}$
\end{tabular}
\end{center}

\textbf{One matched site.} Tuned to 0.05 eV and then left fixed, it returns 0.059 at 0.02 eV and 0.042 at 0.10 eV. At both of these energies it is worse than either ramp.

\section{The model beside a real contact}

If 0.05 eV is the Fermi energy, the parabolic electron density is $8\times10^{16}$ cm$^{-3}$, and at 77 K the gas is degenerate, with $E/k_BT=7.5$. For a rough permittivity of 17 and band bending of 0.1 eV, the depletion width $\sqrt{2\varepsilon V/(e\,n_e)}$ is 47 nm, with $V$ the bending in volts and $n_e$ the density. In a degenerate gas this edge is not sharp: about 11 meV of bending is left there, and it falls to 1 meV only near 95 nm. These lengths assume the parabolic band; with the nonparabolicity introduced below, the same Fermi energy gives about $1.2\times10^{17}$ cm$^{-3}$ and the 1 meV point moves in to about 77 nm. The flat-band chain must begin where the remaining bending is negligible; the Schottky barrier and tunnelling through it lie upstream and are not modelled. With a rough gap of 0.23 eV, a simple estimate of nonparabolicity replaces $x=E+iW_n$ with $x(1+\alpha x)$, where $\alpha=(1-m/m_e)^2/E_g$. Nonparabolicity raises $k$ by about 10\% and lowers the velocity by nearly a quarter. With this replacement alone the constant layer returns $1.8\times10^{-2}$ and the quadratic one $3.4\times10^{-8}$. These values are only rough, because the effective mass also changes with $x$ and enters the matching from site to site. In a two-band model that includes this, both reflectances fall below their parabolic values instead of rising, by roughly 20\% for the constant layer and 40\% for the quadratic one on the 5 nm grid, and by about 30\% and 60\% on a much finer grid. The ranking stands either way. Averaging the parabolic results over the thermal window $-\partial f/\partial E$, with $f$ the Fermi function, gives $1.4\times10^{-2}$, $1.3\times10^{-4}$ and roughly $5\times10^{-5}$ for the three profiles in order.

Of the corrections computed here, oblique incidence in a wide contact changes the results most. An electron at angle $\theta$ meets the absorber with longitudinal energy $E\cos^2\theta$, which is small near grazing incidence. The flux average over all angles, $\int_0^{\pi/2}|r(E\cos^2\theta)|^2\,2\sin\theta\cos\theta\,d\theta$, is 0.090, 0.019 and 0.011. The gain from constant to quadratic falls from more than $10^5$ to about 8. A design chosen at normal incidence should therefore be judged again at the smallest longitudinal energy that carries appreciable current. Where such modes matter, using $\Sigma_m$ for each mode and energy removes the reflection within this model. Collisions are also absent: a rough mobility of 50,000 cm$^2$/Vs gives a mean free path $\hbar\kappa\mu_e/e$ of about 450 nm, with $\mu_e$ the mobility. That is only about twice the absorber length, so a real lead would return some electrons by scattering, which this termination does not represent.
